# Rayleigh Anomalies at a Grazing Diffraction Order of a Mask Grating

## A change that grows too slowly

A photomask grating of period 500 nm is lit through its glass substrate at a wavelength of 193.4 nm. In a computed model of it, transmitted order $-1$ carries 13.88 % of the incident power at a certain angle of incidence. Let $s$ be the sine of that angle, measured in air. Raising $s$ by $10^{-4}$ raises the efficiency by 0.0157 percentage points. Raising it by $10^{-3}$, ten times as far, gives 0.0507 points, which is 3.2 times as much. A smooth function with a nonzero slope at the starting angle would change about ten times as much over so short a range. The factor 3.2 is close to $\sqrt{10}$.

At the starting angle another order, $+2$, travels exactly along the mask surface. These notes show why its passage from a travelling to a decaying wave leaves a square-root mark on the other orders, and when it does not.

## Orders and the grazing condition

The grating lines run along $y$, the period $p$ lies along $x$, and the patterned film fills $0<z<D$. Glass of index $n_s$ lies at $z<0$ and air of index 1 at $z>D$. The film has a scalar, linear permittivity $\varepsilon(x)$ that does not vary with $z$. The electric field points along $y$ (TE polarization), and the time factor is $e^{-i\omega t}$, so absorption means $\mathrm{Im}\,\varepsilon>0$.

This is classical optics, and no atomic constant enters. In the algebra, lengths are in units of $1/k_0$ and wavevectors in units of $k_0=2\pi/\lambda$, where $\lambda$ is the vacuum wavelength. Maxwell's equations then reduce to

$$\partial_x^2E+\partial_z^2E+\varepsilon E=0 .$$

The incident wave varies as $e^{isx}$. A shift by one period leaves the grating unchanged and multiplies the incident wave by a constant phase, so the solution, if unique, acquires the same phase. Hence $E\,e^{-isx}$ is periodic and has a Fourier series:

$$E(x,z)=\sum_m E_m(z)\,e^{is_mx},\qquad s_m=s+m\frac{\lambda}{p}.$$

The step is $\lambda/p$ because the grating wavevector $2\pi/p$ is divided by $k_0$. In a uniform medium of index $n$ each order obeys $E_m''=-(n^2-s_m^2)E_m$, so its normal wavevector is

$$k_m=\sqrt{n^2-s_m^2}.$$

For $|s_m|<n$ the root is real and positive, and the order carries power away. For $|s_m|>n$ we take $k_m=i\kappa_m$ with $\kappa_m>0$, and the order decays away from the film. Between the two, at $|s_m|=n$, the normal wavevector is zero and the order is grazing. This condition contains the period, wavelength, angle and index, but nothing about the film.

## Efficiency

For TE waves the time-averaged power flow along $z$, averaged over a period, is proportional to

$$F=\mathrm{Im}\sum_m E_m^*E_m' .$$

An outgoing order $a_me^{ik_mz}$ in air contributes $\mathrm{Re}(k_m)|a_m|^2$ if $k_m$ is real. If $k_m=i\kappa_m$, then $E_m^*E_m'=-\kappa_m|E_m|^2$ is real and the contribution vanishes. With an incident wave of unit amplitude and normal wavevector $k_{\rm in}=\sqrt{n_s^2-s^2}$, the efficiency of an order is

$$\eta_j=w_j|a_j|^2,\qquad w_j=\frac{\mathrm{Re}\,k_j}{k_{\rm in}} .$$

The label $j$ names both the order and the side on which it leaves.

## Eliminating the film

Collect the $E_m(z)$ in a vector $\mathbf E(z)$. Multiplication by $\varepsilon(x)$ mixes the orders through the matrix $\varepsilon_{m-m'}$ of its Fourier coefficients, so inside the film

$$\mathbf E''=B\,\mathbf E,\qquad B_{mm'}=s_m^2\delta_{mm'}-\varepsilon_{m-m'} .$$

Let $Q^2=B$. The solution with given values on the two faces is

$$\mathbf E(z)=\frac{\sinh Q(D-z)}{\sinh QD}\,\mathbf E(0)+\frac{\sinh Qz}{\sinh QD}\,\mathbf E(D).$$

All these matrices are functions of $Q$, so they commute. Differentiating and setting $z=0$ and $z=D$ gives

$$\mathbf E'(0)=-C\,\mathbf E(0)+S\,\mathbf E(D),\qquad \mathbf E'(D)=-S\,\mathbf E(0)+C\,\mathbf E(D),$$

$$C=Q\coth QD,\qquad S=Q/\sinh QD .$$

Both $C$ and $S$ are even in $Q$. They depend on $B$ without any square root, and $B$ is a polynomial in $s$. They are therefore smooth in $s$, except where $\sinh QD$ is singular with $Q\ne0$, that is, where the film supports a field vanishing on both faces. We assume that this does not happen at the threshold.

Now match to the outside, where $E$ and $\partial_zE$ are continuous. In the glass,

$$E_m=\delta_{m0}e^{ik_m^{g}z}+r_me^{-ik_m^{g}z}.$$

At $z=0$ this gives $r_m=E_m(0)-\delta_{m0}$, and

$$E_m'(0)=ik_m^{g}(\delta_{m0}-r_m)=ik_m^{g}\,[2\delta_{m0}-E_m(0)].$$

In air $E_m=t_me^{ik_m^{a}(z-D)}$, so $E_m'(D)=ik_m^{a}E_m(D)$. Let $K^g$ and $K^a$ be the diagonal matrices of these wavevectors, and $\mathbf d$ the vector with entries $\delta_{m0}$. Equating the derivatives gives

$$\begin{pmatrix}C-iK^g&-S\\-S&C-iK^a\end{pmatrix}\begin{pmatrix}\mathbf E(0)\\\mathbf E(D)\end{pmatrix}=\begin{pmatrix}-2iK^g\mathbf d\\0\end{pmatrix}.$$

## One entry holds the square root

Suppose that one order, $g\neq0$, is near grazing in air, and write $q=k_g^a$. All other normal wavevectors are away from zero and hence smooth in $s$. The singular quantity $q$ sits in a single diagonal entry. Let $A$ be the matrix with that entry's $-iq$ removed, $\mathbf u$ the vector of both face fields, $\mathbf f$ the right-hand side, and $\mathbf e$ the unit vector of the entry. Then

$$A\mathbf u-iq\,\mathbf e\,u_g=\mathbf f .$$

If $A$ is invertible, set $G=A^{-1}$ and $\mathbf u^0=G\mathbf f$. Multiplying by $G$ gives

$$u_j=u_j^0+iq\,G_{jg}u_g .$$

For $j=g$ this reads $u_g(1-iqG_{gg})=u_g^0$. Inserting $u_g$ back,

$$u_j=u_j^0+\frac{iq\,G_{jg}\,u_g^0}{1-iq\,G_{gg}} .$$

No approximation has been made in this step. A grazing order has zero normal derivative at the exit face. Moving off threshold changes that derivative to $iq\,u_g$, which acts as a source at the face, and $G_{jg}$ is the response of order $j$ to it.

## The change of an efficiency

Outgoing amplitudes equal the face fields, except that the specular reflected amplitude is the face field minus 1. The constant does not affect the change, so to first order in $q$

$$a_j=a_j^0+iq\,G_{jg}u_g^0 .$$

Define $c_j=a_j^{0*}G_{jg}u_g^0$. Then

$$|a_j|^2=|a_j^0|^2+2\,\mathrm{Re}(iq\,c_j)+O(|q|^2).$$

On the open side $q$ is real and $\mathrm{Re}(ic_j)=-\mathrm{Im}\,c_j$. On the closed side $q=i\kappa$, so $iq=-\kappa$. For $j\ne g$,

$$\Delta\eta_j=-2w_j\,\mathrm{Im}(c_j)\,q\quad\text{(open)},\qquad \Delta\eta_j=-2w_j\,\mathrm{Re}(c_j)\,\kappa\quad\text{(closed)}.$$

It remains to relate $q$ to the angle. Take $s_g=1+\delta$. Then

$$q^2=1-(1+\delta)^2=-2\delta-\delta^2 ,$$

so $q\approx\sqrt{2|\delta|}$ for $\delta<0$ and $\kappa\approx\sqrt{2\delta}$ for $\delta>0$. The smooth variation of $A$, $\mathbf f$ and $w_j$ with $s$ is of order $\delta$, hence of order $|q|^2$, and does not disturb the leading term. We may evaluate $c_j$ and $w_j$ at threshold.

The efficiency is continuous, but its slope grows as $1/\sqrt{2|\delta|}$ wherever the coefficient is nonzero. This is the Rayleigh anomaly. If the changes on the two sides have the same sign, the curve has a cusp. If they have opposite signs, it passes through threshold with a vertical tangent.

For grazing in glass, the same argument applies with $\mathbf e$ selecting the glass-side entry. Writing $s_g=n_s+\delta$ gives $q^2=-2n_s\delta-\delta^2$, so $|q|\approx\sqrt{2n_s|\delta|}$.

## Where the power goes

The grazing order itself has $w_g=q/k_{\rm in}$ on the open side, so

$$\eta_g=\frac{|u_g^0|^2}{k_{\rm in}}\,q+O(q^2).$$

Its power vanishes at threshold although its amplitude need not.

To balance the power, differentiate the flux inside the film:

$$F'=\mathrm{Im}\left(\mathbf E'^\dagger\mathbf E'+\mathbf E^\dagger B\mathbf E\right)=\mathrm{Im}\,\mathbf E^\dagger B\mathbf E ,$$

since the first term is real. If $\varepsilon$ is real, $B$ is Hermitian and $F'=0$. The efficiencies then sum to one, and two rules follow:

- On the open side, the first-order changes of all other orders add to $-q|u_g^0|^2/k_{\rm in}$.
- On the closed side, the first-order changes of all other orders add to zero.

The second rule matters: a decaying order takes no power, yet it can redistribute power among the others. With an absorbing film, the interior field also changes linearly in $q$ or $\kappa$, so absorption joins the balance.

A lossless variant of the example shows both rules. With a film index of 2.4 and all else held fixed, $\eta_g/q=0.0758$ and the open-side coefficients of the others add to $-0.0758$. On the closed side the magnitudes of the coefficients add to 0.108, while their signed sum is zero to rounding.

## When there is no anomaly

**Uniform film.** Here $\varepsilon_{m-m'}$ is diagonal, so $C$ and $S$ are diagonal and different orders do not couple. The source $\mathbf f$ contains order 0 alone, hence $u_g^0=0$. The grazing condition can still be written down, but nothing happens there.

**Weak grating.** Let the Fourier coefficients $\varepsilon_m$ with $m\neq0$ be proportional to a small number $h$, and let the uniform film have no resonance at threshold. One scattering is needed to excite order $g$, so $u_g^0=O(h)$. One more is needed to reach a different order, so $G_{jg}=O(h)$. The specular amplitudes are generally $O(1)$, which makes their $c_j$ of order $h^2$. The reflected part of order $g$ also has $c_j=O(h^2)$, because its amplitude is $O(h)$ but it couples to the exit face without further scattering. All remaining orders have $a_j^0=O(h)$ and $c_j=O(h^3)$. These powers are upper bounds on the size, reached only when the Fourier coefficients involved, $\varepsilon_g$ among them, are nonzero. For lines that fill half the period, as in the example below, the nonzero even coefficients vanish. Order $+2$ then needs two scatterings, $u_g^0=O(h^2)$, and the $c_j$ of transmitted orders $0,\pm1$ and reflected orders $0,-1,+2$ are all of order $h^4$.

**Thin-mask model.** If each transmitted amplitude is a fixed Fourier coefficient of a mask function, the other efficiencies contain no $q$. Order $g$ still gains power in proportion to $q$ if its own coefficient is nonzero, but no other order responds. The anomaly is absent because the model has no back-coupling.

The derivation also fails if $A$ is singular at threshold, which signals a resonance there. A nearby resonance can make $G_{gg}$ large, and the linear law then needs $|qG_{gg}|\ll1$. At normal incidence orders $+g$ and $-g$ graze together, two entries vary, and the one-entry formula must be replaced by a two-by-two version.

## The mask grating in numbers

The lines are 250 nm wide and 70 nm thick, with index $2.4+0.6i$ on glass of index 1.56. Order $+2$ grazes in air at

$$s_R=1-2\times\frac{193.4}{500}=0.2264 ,$$

an angle of 13.1° in air before the light enters the substrate. A projection lens with wafer-side numerical aperture 1.35 and fourfold reduction accepts sines up to $1.35/4=0.3375$ at the mask. Order 0, at 0.2264, and order $-1$, at $0.2264-0.3868=-0.1604$, enter it. Order $+1$, at 0.6132, does not.

The fields were computed by expanding in 51 Fourier orders, finding the eigenmodes of $B$, and matching them to the outside waves. This truncation can move the last digit shown by one unit: fully converged, the open-side coefficient 0.00082 below becomes 0.00081, the lossless 0.0758 above becomes 0.0759, and the 13.69 % of the thicker film becomes 13.68 %. At threshold 8.51 % of the power goes into transmitted order 0 and 13.88 % into order $-1$. Reflection takes 7.6 % and the film absorbs 54.4 %. That exceeds the half of the incident power that falls on the lines, so the lines also draw in power from the openings.

The grazing amplitude is $|u_g^0|=0.2623$. With $k_{\rm in}=\sqrt{1.56^2-0.2264^2}=1.543$, its power coefficient is $0.2623^2/1.543=0.0446$. At $\delta=-10^{-3}$, where $q=0.0447$, the law gives the order 0.20 % of the incident power, and the full solution 0.19 %.

Solving the boundary equations at threshold gives these coefficients:

- Order 0: $-0.00932$ per unit $q$ and $-0.00427$ per unit $\kappa$.
- Order $-1$: $+0.00082$ per unit $q$ and $+0.01102$ per unit $\kappa$.

Order 0 falls on both sides and has a peaked cusp. Order $-1$ rises on both sides and has a dip, but a lopsided one: on the open side the rise peaks at about 0.003 points near $\delta=-2\times10^{-3}$, and the smooth variation has cancelled it by $\delta\approx-10^{-2}$. For $\delta=10^{-4}$, $\kappa=0.01414$, and the law predicts $0.01102\times0.01414=1.56\times10^{-4}$ for order $-1$, or 0.0156 percentage points. The table sets such predictions beside the full solution at each angle, in percentage points.

| $s-s_R$ | order 0, full | order 0, law | order −1, full | order −1, law |
|---|---|---|---|---|
| $-10^{-3}$ | −0.0407 | −0.0417 | +0.0023 | +0.0036 |
| $-10^{-4}$ | −0.0131 | −0.0132 | +0.0010 | +0.0012 |
| $+10^{-4}$ | −0.0061 | −0.0060 | +0.0157 | +0.0156 |
| $+10^{-3}$ | −0.0201 | −0.0191 | +0.0507 | +0.0493 |

The strong asymmetry of order $-1$ is a matter of phase. The ratio $0.00082/0.01102=0.074$ equals $\mathrm{Im}\,c_j/\mathrm{Re}\,c_j$, so $c_j$ lies about 4° from the negative real axis. The open side sees the small imaginary part and the closed side the large real part. With so small a leading term on the open side, the second-order remainder is already visible there at $|\delta|=10^{-3}$.

## Beside a real mask

The parameters are rough typical values for a molybdenum-silicide attenuated phase-shift mask used with an argon-fluoride laser. Such films are designed to pass roughly 6 % of the light with a phase shift near 180°. At normal incidence the model film, compared with an equal thickness of air, passes 5.5 % with a shift of 177.5°. The period, 125 nm on the wafer, is relaxed compared with the two-beam limit $\lambda/(2\times1.35)\approx72$ nm of this lens.

Polarization can reverse the sign of the effect. The same mask was solved with the magnetic field along the lines. Order $-1$ then has 14.5 % at threshold, and it changes by $-0.0408$ points at $\delta=+10^{-4}$. An equal mixture of the two polarizations changes by $(0.0157-0.0408)/2=-0.013$ points: the dip seen in TE light is reversed on this side.

A real source also has width. Averaged over $s_R\pm0.0169$, which is a tenth of the pupil radius in full width, the TE efficiency of order $-1$ is 13.96 %, against 13.88 % at threshold. The average contains the ordinary smooth variation as well as the anomaly. A film 2 nm thicker, at the same angle, gives 13.69 %, a larger shift than any in the table.

Finite size blurs the threshold. An array of 200 periods has an angular spread of about $\lambda/(200p)=0.0019$ in $s$, wider than the offsets in the table. Resolving $10^{-4}$ would take roughly $\lambda/(10^{-4}p)\approx3900$ periods, or 1.9 mm of mask.

Other effects move the threshold. A tangential component $s_y$ along the lines changes the condition to $s_g^2+s_y^2=1$, so $s_y=0.05$ shifts it by $-0.00125$. An air index larger than 1 by roughly $3\times10^{-4}$ raises the threshold value of $s$, taken as the tangential wavevector in units of $k_0$, by that amount. A laser wavelength change of 0.3 pm shifts it by $1.2\times10^{-6}$ in magnitude. Line roughness, sloped sidewalls and the protective pellicle are left out and have not been sized.
